# Resistance of a semiconductor strip beneath a floating metal bar: verification in Python

```python
"""Resistance of a semiconductor strip beneath a floating ideal metal bar.

Result under test:  R = 2*Rs*LT/W * tanh(d/(2*LT)),  LT = sqrt(rho_c/Rs)
Rs    sheet resistance of the strip under the bar (ohm per square)
rho_c specific contact resistivity (ohm um^2),  LT transfer length (um)
d     bar length along the current (um),  W strip width (um)
The formula is compared with a resistor network whose metal node floats,
and with a two-dimensional solution of Laplace's equation in the film.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_bvp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags, eye, kron
from scipy.sparse.linalg import spsolve


def bar_formula(sheet, contact, length, width):
    transfer = np.sqrt(contact / sheet)
    return 2 * sheet * transfer / width * np.tanh(length / (2 * transfer))


def metal_formula(sheet, contact, length, width, metal_sheet):
    total = sheet + metal_sheet
    decay = np.sqrt(contact / total)
    return (sheet * metal_sheet * length
            + 2 * sheet**2 * decay * np.tanh(length / (2 * decay))) / (width * total)


def wall_formula(sheet, contact, length, width, depth):
    half = bar_formula(sheet, contact, length, width) / 2
    return 2 / (1 / half + width * depth / contact)


def network(sheet, contact, length, width, metal_sheet=0.0, wall_depth=0.0,
            cells=2000):
    """Kirchhoff solution for unit current; the right terminal is grounded."""
    dx = length / cells
    strip = np.arange(1, cells + 1)
    right = cells + 1
    offset = np.arange(cells) if metal_sheet > 0 else np.zeros(cells, dtype=int)
    metal = cells + 2 + offset
    g_strip = width / (sheet * dx)
    g_contact = width * dx / contact
    branches = [(strip[:-1], strip[1:], g_strip),
                (np.array([0, right]), strip[[0, -1]], 2 * g_strip),
                (strip, metal, g_contact)]
    if metal_sheet > 0:
        branches.append((metal[:-1], metal[1:], width / (metal_sheet * dx)))
    if wall_depth > 0:
        branches.append((np.array([0, right]), metal[[0, -1]],
                         width * wall_depth / contact))
    a = np.concatenate([b[0] for b in branches])
    b = np.concatenate([b[1] for b in branches])
    g = np.concatenate([np.full(len(br[0]), br[2]) for br in branches])
    size = metal[-1] + 1
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))),
                        shape=(size, size)).tocsr()
    free = np.delete(np.arange(size), right)
    source = np.zeros(size)
    source[0] = 1.0
    volt = np.zeros(size)
    volt[free] = spsolve(matrix[free][:, free].tocsc(), source[free])
    mid = cells // 2
    return {"R": volt[0], "metal": volt[metal[0]],
            "centre": g_strip * (volt[mid] - volt[mid + 1]),
            "contact_power": g_contact * np.sum((volt[strip] - volt[metal])**2)}


def chain(n):
    """Laplacian of n nodes in a row with free ends."""
    main = np.full(n, 2.0)
    main[[0, -1]] = 1.0
    return diags([main, -np.ones(n - 1), -np.ones(n - 1)], [0, 1, -1])


def film_2d(sheet, contact, length, width, thick, dx=0.0025, nz=20):
    """Two-dimensional film; half the bar, with its mid-plane at metal potential."""
    n_bar = int(round(length / 2 / dx))
    n_open = int(round(4 * thick / dx))
    nx = n_bar + n_open
    rho = sheet * thick
    hz = thick / nz
    gx = width * hz / (rho * dx)
    gz = width * dx / (rho * hz)
    ground = np.zeros((nx, nz))
    ground[0, :] += 2 * gx
    ground[:n_bar, -1] += width * dx / (contact + rho * hz / 2)
    matrix = (gx * kron(chain(nx), eye(nz)) + gz * kron(eye(nx), chain(nz))
              + diags(ground.ravel()))
    source = np.zeros((nx, nz))
    source[-1, :] = 1.0 / nz
    phi = spsolve(matrix.tocsc(), source.ravel()).reshape(nx, nz)
    v_end = phi[-1].mean() + sheet * dx / 2 / width
    return 2 * (v_end - sheet * n_open * dx / width)


def diode_resistance(delta, a):
    """Resistance in units Rs*LT/W for interface current (exp(a*u)-1)/a."""
    s = np.linspace(-delta / 2, delta / 2, 201)
    guess = np.vstack([-np.sinh(s), np.cosh(s)]) / np.cosh(delta / 2)
    sol = solve_bvp(lambda x, y: np.vstack([-y[1], -np.expm1(a * y[0]) / a]),
                    lambda p, q: np.array([p[1] - 1, q[1] - 1]),
                    s, guess, tol=1e-9, max_nodes=20000)
    assert sol.success
    return sol.y[0, 0] - sol.y[0, -1]


def extract_contact(resistance, sheet, length, width):
    ratio = resistance / (sheet * length / width)
    y = brentq(lambda z: np.tanh(z) / z - ratio, 1e-4, 1e3, xtol=1e-13)
    return sheet * length**2 / (4 * y**2)


# Example inputs: rough typical values, silicide bar on n+ silicon
Rs, rho_c_cm, d, W, t = 100.0, 1e-7, 1.0, 10.0, 0.100
current, temperature = 1e-3, 300.0
metal_sheet, recess = 5.0, 0.025
rho_c = rho_c_cm * 1e8                      # ohm um^2
LT = np.sqrt(rho_c / Rs)
delta = d / LT
R = bar_formula(Rs, rho_c, d, W)
bare = Rs * d / W

# Resistance law from short to long bars, against the floating-node network
for normalized in (0.2, 1.0, delta, 10.0):
    length = normalized * LT
    net = network(Rs, rho_c, length, W)
    assert abs(net["R"] / bar_formula(Rs, rho_c, length, W) - 1) < 2e-5
    assert abs(net["metal"] / net["R"] - 0.5) < 1e-6
    assert abs(net["centre"] * np.cosh(normalized / 2) - 1) < 1e-4
    share = 0.5 - normalized / (2 * np.sinh(normalized))
    assert abs(net["contact_power"] / net["R"] - share) < 1e-4
# Limits, checked on the network
short_net = network(Rs, rho_c, 0.05 * LT, W)["R"]
long_net = network(Rs, rho_c, 14 * LT, W)["R"]
assert abs(short_net / (Rs * 0.05 * LT / W) - 1) < 1e-3
assert abs(long_net / (2 * Rs * LT / W) - 1) < 1e-4

# Dissipation shares equal logarithmic sensitivities (finite differences)
net = network(Rs, rho_c, d, W)
contact_share = 0.5 - delta / (2 * np.sinh(delta))
step = 1e-3
sens_contact = (np.log(network(Rs, rho_c * np.exp(step), d, W)["R"])
                - np.log(network(Rs, rho_c * np.exp(-step), d, W)["R"])) / (2 * step)
sens_sheet = (np.log(network(Rs * np.exp(step), rho_c, d, W)["R"])
              - np.log(network(Rs * np.exp(-step), rho_c, d, W)["R"])) / (2 * step)
assert abs(sens_contact - contact_share) < 1e-4
assert abs(sens_sheet - (1 - contact_share)) < 1e-4

# Extraction of contact resistivity from the network resistance
rho_extracted = extract_contact(net["R"], Rs, d, W)
assert abs(rho_extracted / rho_c - 1) < 1e-4

# Resistive metal
R_metal = metal_formula(Rs, rho_c, d, W, metal_sheet)
for m_sheet in (metal_sheet, 80.0):
    found = network(Rs, rho_c, d, W, metal_sheet=m_sheet)["R"]
    assert abs(found / metal_formula(Rs, rho_c, d, W, m_sheet) - 1) < 2e-5

# Recessed bar: thinner silicon below it, end walls also in contact
Rs_recess = Rs * t / (t - recess)
R_recess = bar_formula(Rs_recess, rho_c, d, W)
R_wall = wall_formula(Rs_recess, rho_c, d, W, recess)
found = network(Rs_recess, rho_c, d, W, wall_depth=recess)["R"]
assert abs(found / R_wall - 1) < 2e-5
rho_apparent = extract_contact(R_wall, Rs, d, W)

# Finite film thickness at fixed sheet resistance
R_thin = film_2d(Rs, rho_c, d, W, 0.010)
assert abs(R_thin / R - 1) < 5e-4
film = {}
for thick, tolerance in ((0.050, 0.08), (t, 0.15)):
    # tolerance: the leading correction omits an edge term of relative order t/LT
    R_2d = film_2d(Rs, rho_c, d, W, thick)
    R_lead = bar_formula(Rs, rho_c + Rs * thick**2 / 3, d, W)
    film[thick] = (R_2d, R_lead)
    assert abs((R_2d - R) / (R_lead - R) - 1) < tolerance

# Diode-like interface with voltage scale kT/q
thermal = constants.k * temperature / constants.e
a = current * Rs * LT / W / thermal
linear = 2 * np.tanh(delta / 2)
assert abs(diode_resistance(delta, 1e-4) / linear - 1) < 1e-7
shift = diode_resistance(delta, a) / linear - 1
shift_double = diode_resistance(delta, 2 * a) / linear - 1
assert abs(shift_double / shift - 4) < 0.2


def percent(value):
    return f"{100 * (value / R - 1):+.2f} %"


print(f"sheet resistance under bar: {Rs:.1f} ohm/sq")
print(f"contact resistivity: {rho_c_cm:.1e} ohm cm^2 = {rho_c:.2f} ohm um^2")
print(f"bar length: {d:.2f} um, strip width: {W:.1f} um")
print(f"film thickness: {1e3 * t:.0f} nm")
print(f"current: {1e3 * current:.2f} mA, temperature: {temperature:.0f} K")
print(f"transfer length: {LT:.4f} um")
print(f"normalized bar length d/LT: {delta:.4f}")
print(f"tanh of half normalized length: {np.tanh(delta / 2):.4f}")
print(f"prefactor 2*Rs*LT/W (long-bar limit): {2 * Rs * LT / W:.4f} ohm")
print(f"bar resistance, formula: {R:.4f} ohm")
print(f"bar resistance, network: {net['R']:.4f} ohm")
print(f"same strip length without bar: {bare:.4f} ohm")
print(f"ratio bar/bare: {R / bare:.4f}")
print(f"strip current at bar centre: {1e3 * current / np.cosh(delta / 2):.4f} mA")
print(f"metal current at bar centre: {1e3 * current * (1 - 1 / np.cosh(delta / 2)):.4f} mA")
print(f"edge-to-edge voltage: {1e3 * current * R:.3f} mV")
print(f"edge-to-metal voltage: {1e3 * current * R / 2:.3f} mV")
print(f"dissipation share, strip: {1 - contact_share:.4f}")
print(f"dissipation share, interface: {contact_share:.4f}")
print(f"sensitivity dlnR/dlnRs, network: {sens_sheet:.4f}")
print(f"sensitivity dlnR/dlnrho_c, network: {sens_contact:.4f}")
for length in (0.1, 0.3, 1.0, 3.0):
    print(f"bar {length:.1f} um: R = {bar_formula(Rs, rho_c, length, W):.4f} ohm,"
          f" bare = {Rs * length / W:.4f} ohm")
print(f"contact resistivity extracted from network R: {rho_extracted:.4f} ohm um^2")
print(f"metal sheet resistance: {metal_sheet:.1f} ohm/sq")
print(f"R with resistive metal: {R_metal:.4f} ohm ({percent(R_metal)})")
print(f"R of 10 nm film, 2D, same Rs: {R_thin:.4f} ohm ({percent(R_thin)})")
for thick, (R_2d, R_lead) in film.items():
    print(f"R of {1e3 * thick:.0f} nm film, 2D: {R_2d:.4f} ohm ({percent(R_2d)})")
    print(f"  leading thickness correction: {R_lead:.4f} ohm ({percent(R_lead)})")
print(f"silicon consumed under bar: {1e3 * recess:.0f} nm")
print(f"sheet resistance after consumption: {Rs_recess:.2f} ohm/sq")
print(f"R with consumption only: {R_recess:.4f} ohm ({percent(R_recess)})")
print(f"R with consumption and end walls: {R_wall:.4f} ohm ({percent(R_wall)})")
print(f"apparent rho_c if both are ignored: {rho_apparent:.3f} ohm um^2"
      f" ({100 * (rho_apparent / rho_c - 1):+.1f} %)")
print(f"thermal voltage kT/q: {1e3 * thermal:.3f} mV")
print(f"diode-law change of R at this current: {100 * shift:+.4f} %")
print(f"diode-law change of R at twice the current: {100 * shift_double:+.4f} %")
print("PASS")
```

Running it gives:

```
sheet resistance under bar: 100.0 ohm/sq
contact resistivity: 1.0e-07 ohm cm^2 = 10.00 ohm um^2
bar length: 1.00 um, strip width: 10.0 um
film thickness: 100 nm
current: 1.00 mA, temperature: 300 K
transfer length: 0.3162 um
normalized bar length d/LT: 3.1623
tanh of half normalized length: 0.9188
prefactor 2*Rs*LT/W (long-bar limit): 6.3246 ohm
bar resistance, formula: 5.8109 ohm
bar resistance, network: 5.8109 ohm
same strip length without bar: 10.0000 ohm
ratio bar/bare: 0.5811
strip current at bar centre: 0.3948 mA
metal current at bar centre: 0.6052 mA
edge-to-edge voltage: 5.811 mV
edge-to-metal voltage: 2.905 mV
dissipation share, strip: 0.6341
dissipation share, interface: 0.3659
sensitivity dlnR/dlnRs, network: 0.6341
sensitivity dlnR/dlnrho_c, network: 0.3659
bar 0.1 um: R = 0.9917 ohm, bare = 1.0000 ohm
bar 0.3 um: R = 2.7936 ohm, bare = 3.0000 ohm
bar 1.0 um: R = 5.8109 ohm, bare = 10.0000 ohm
bar 3.0 um: R = 6.3236 ohm, bare = 30.0000 ohm
contact resistivity extracted from network R: 10.0000 ohm um^2
metal sheet resistance: 5.0 ohm/sq
R with resistive metal: 5.9115 ohm (+1.73 %)
R of 10 nm film, 2D, same Rs: 5.8116 ohm (+0.01 %)
R of 50 nm film, 2D: 5.8278 ohm (+0.29 %)
  leading thickness correction: 5.8285 ohm (+0.30 %)
R of 100 nm film, 2D: 5.8748 ohm (+1.10 %)
  leading thickness correction: 5.8805 ohm (+1.20 %)
silicon consumed under bar: 25 nm
sheet resistance after consumption: 133.33 ohm/sq
R with consumption only: 6.9335 ohm (+19.32 %)
R with consumption and end walls: 6.3805 ohm (+9.80 %)
apparent rho_c if both are ignored: 13.107 ohm um^2 (+31.1 %)
thermal voltage kT/q: 25.852 mV
diode-law change of R at this current: +0.0280 %
diode-law change of R at twice the current: +0.1118 %
PASS
```
